# Why complete metallic screening leaves the direct electromigration force in place

A weak positive ion of charge $0.05e$ sits in an electron gas with the density and resistivity of tin solder. The electrons screen it fully: the ratio of cloud charge to ion charge is 0.999999 at the smallest wave number evaluated. If screening removed the direct pull of the field, the electron wind alone would remain, a force of $-3.6\times10^{-3}$ eV/cm, against the field. The calculated force is $+3.9\times10^{-3}$ eV/cm, along the field.

## The counter-example

The argument to be tested runs as follows. The ion feels $+ZeE$. Its cloud, of charge $-Ze$, feels $-ZeE$. The cloud is bound to the ion, so the two forces cancel.

Take jellium, electrons on a rigid uniform positive background, with these rough values: electron density $n=1.5\times10^{23}$ cm$^{-3}$, resistivity $\rho=15$ µΩ cm, current density $j=10^4$ A/cm². The field is

$$E=\rho j=(15\times10^{-6})(10^4)=0.15\ \text{V/cm}.$$

The relaxation time is $\tau=m/(ne^2\rho)=1.58$ fs and the mean free path is $l=v_F\tau=3.00$ nm. The model charge is $Z=0.05$, small enough for weak scattering.

Measure each force in units of $eE$ and call the result a valence. The direct valence is $Z=0.05$. The wind valence, derived below, is $-nl\sigma_{tr}$, with $\sigma_{tr}$ the transport cross section of the screened ion. In the Born approximation $\sigma_{tr}=0.02125\,Z^2$ nm², so with $n=150$ nm$^{-3}$

$$-nl\sigma_{tr}=-(150)(3.001)(0.02125)Z^2=-9.57\,Z^2=-0.0239 .$$

A further second-order term is $-0.161Z^2=-0.0004$. The sum is

$$Z^*=0.0500-0.0239-0.0004=0.0257,$$

and $Z^*eE=3.9\times10^{-3}$ eV/cm. Dropping the direct term gives $-0.0243$ instead, which reverses the force.

## The correct statement

To second order in the ion's potential and first order in $E$,

$$\boxed{\;\mathbf F=e\mathbf E\left(Z-\frac{\tau\eta}{m}\right),\qquad \eta\propto Z^2\;}$$

where $\eta>0$ is the drag coefficient of the electron gas on the ion. Screening alters $\eta$. It does not alter the coefficient of the term linear in $Z$.

The assumptions are a fixed ion, self-consistent mean-field screening (the random-phase approximation), and background scattering described by one time $\tau$, which relaxes the electrons to local equilibrium while conserving their number.

## Proof

**The force.** Electrons have charge $-e$. Their potential energy near the ion, $v(\mathbf r)$, has the Fourier transform $v_q=-Ze^2/(\varepsilon_0q^2)$. Differentiating the interaction energy $\int n(\mathbf r)v(\mathbf r-\mathbf R)\,d^3r$ with respect to the ion position $\mathbf R$ gives

$$\mathbf F_e=\int n\,\nabla v\,d^3r=\int\frac{d^3q}{(2\pi)^3}\,n_q^*\,i\mathbf q\,v_q .$$

The uniform electrons and the background cancel, and the equilibrium cloud is spherical, so neither exerts a net force. What remains is the density change caused by ion and field together. It is at least of order $Z$, and $v_q$ supplies another factor $Z$. Hence $\mathbf F_e$ begins at $Z^2$, provided the integral converges. The explicit solution settles that and gives the coefficient.

**The kinetic equation.** Let $g_k$ be the density-matrix element between $\mathbf k+\mathbf q/2$ and $\mathbf k-\mathbf q/2$. Subscripts $\pm$ denote values at these two wave vectors, and $\Delta=\varepsilon_+-\varepsilon_-=\hbar^2\mathbf k\cdot\mathbf q/m$. With $W$ the screened potential and $f$ the uniform distribution, the steady state obeys

$$0=-\frac i\hbar\left[\Delta g-W(f_+-f_-)\right]+\frac e\hbar\mathbf E\cdot\nabla_kg-\frac{g-(W-\mu)L}{\tau},\qquad L=\frac{f^0_+-f^0_-}{\Delta}.$$

Here $f^0$ is the equilibrium distribution, and $\mu$ is the local shift of chemical potential fixed by number conservation, $\sum g=(W-\mu)\sum L$. Sums are per volume and include spin. Without a field the solution is $g=W_0L$, $\mu=0$, with static response $\chi=\sum L<0$.

The uniform distribution shifts by $f^1=(e\tau/\hbar)\mathbf E\cdot\nabla_kf^0$. Since $f^0_+-f^0_-=\Delta L$ and $\nabla_k\Delta=\hbar^2\mathbf q/m$,

$$f^1_+-f^1_-=\frac{e\tau}\hbar\left[\Delta\,\mathbf E\cdot\nabla_kL+\frac{\hbar^2}m(\mathbf E\cdot\mathbf q)L\right].$$

To first order in $E$ write $g_1=W_1L+h$, where $W_1$ is the induced change of potential. The part $W_1L$ solves the static equation by itself. Multiplying the rest by $\tau$ and collecting terms gives

$$\left(1+\frac{i\Delta\tau}\hbar\right)h=\frac{e\tau W_0}\hbar\left(1+\frac{i\Delta\tau}\hbar\right)\mathbf E\cdot\nabla_kL+(isW_0-\mu_1)L,\qquad s=\frac{e\tau^2}{m}\mathbf E\cdot\mathbf q .$$

**Summing over $k$.** After division by the bracket on the left, the first term is a pure gradient and sums to zero. With $A=\sum L/(1+i\Delta\tau/\hbar)$ and $N=\sum h$,

$$N=(isW_0-\mu_1)A .$$

Number conservation, $W_1\chi+N=(W_1-\mu_1)\chi$, gives $\mu_1=-N/\chi$. Therefore

$$N=isW_0\frac{\chi A}{\chi-A}.$$

Define the response at imaginary frequency $i/\tau$:

$$\chi_\tau=\sum\frac{f^0_+-f^0_-}{\Delta-i\hbar/\tau}=\sum L\left[1-\frac1{1+i\Delta\tau/\hbar}\right]=\chi-A .$$

With the drift velocity $\mathbf u=-e\tau\mathbf E/m$, so that $s=-\tau\,\mathbf q\cdot\mathbf u$,

$$N=-i(\mathbf q\cdot\mathbf u)\,\gamma W_0,\qquad \gamma=\tau\chi\,\frac{\chi-\chi_\tau}{\chi_\tau}.$$

$L$ is negative and even in $\mathbf k$, while $\Delta$ is odd. Hence $\chi_\tau=\sum L\Delta^2/(\Delta^2+\hbar^2/\tau^2)$ is real and $\chi<\chi_\tau<0$, which makes $\gamma$ negative.

**Why this is drag.** Remove the field and move the ion at velocity $\mathbf w$, so that its potential has frequency $\omega=\mathbf q\cdot\mathbf w$. To first order in $\omega$, the time derivative adds $i\omega W_0L$ to the kinetic equation, and

$$\left(1+\frac{i\Delta\tau}\hbar\right)h=(i\omega\tau W_0-\mu_1)L .$$

This gives the same $N$ if $\omega\tau=s$, that is, if $\mathbf w=-\mathbf u$. The ion in the current is surrounded by the density of an ion moving at $-\mathbf u$ through a gas at rest. A direct numerical solution in one dimension, with finite field in one run and a moving potential in the other, gave a ratio of 1.000001 for the two density slopes.

**Rescreening.** The density change is $n_1=\chi W_1+N$ with $W_1=v_Cn_1$ and $v_C=e^2/(\varepsilon_0q^2)$. Hence $n_1=N/\epsilon$ with $\epsilon=1-v_C\chi$, and likewise $W_0=v_q/\epsilon$. Inserting these in the force,

$$\mathbf F_e=\int\frac{d^3q}{(2\pi)^3}\left[i(\mathbf q\cdot\mathbf u)\frac{\gamma W_0}{\epsilon}\right]i\mathbf q\,v_q=\int\frac{d^3q}{(2\pi)^3}\,\mathbf q(\mathbf q\cdot\mathbf u)|\gamma|W_0^2 .$$

The angular average replaces $\mathbf q(\mathbf q\cdot\mathbf u)$ by $q^2\mathbf u/3$, so

$$\mathbf F_e=\eta\mathbf u,\qquad \eta=\frac1{6\pi^2}\int_0^\infty q^4W_0^2|\gamma|\,dq .$$

At small $q$, $W_0$ is finite. There $\chi_\tau\propto q^2$, so $|\gamma|\propto q^{-2}$ and the integrand vanishes as $q^2$. Long-range screening therefore produces no singularity that could turn $Z^2$ into $Z$. Adding $Ze\mathbf E$ proves the boxed formula.

The same solution contains complete screening. The equilibrium cloud is $\chi W_0=Z(-v_C\chi)/(1-v_C\chi)$, which tends to $Z$ as $q\to0$.

## The wind and what is left over

For long $\tau$, $\tau/[1+(\Delta\tau/\hbar)^2]\to\pi\hbar\,\delta(\Delta)$ and $\chi/\chi_\tau\to1$. Thus $|\gamma|\to\pi\hbar\sum(-L)\delta(\Delta)$. At zero temperature the delta function fixes the component of $\mathbf k$ along $\mathbf q$, and $-L$ becomes a delta function at the Fermi energy. For $q<2k_F$,

$$|\gamma|\to\pi\hbar\cdot\frac{1}{4\pi^2}\cdot\frac{m}{\hbar^2q}\cdot\frac{2m}{\hbar^2}=\frac{m^2}{2\pi\hbar^3q},$$

and the limit is zero for $q>2k_F$. Hence

$$\eta_0=\frac{m^2}{12\pi^3\hbar^3}\int_0^{2k_F}q^3W_0^2\,dq .$$

The Born cross section is $(m/2\pi\hbar^2)^2W_0^2$ per solid angle. With $1-\cos\theta=q^2/2k_F^2$ and $\sin\theta\,d\theta=q\,dq/k_F^2$,

$$\sigma_{tr}=\frac{m^2}{4\pi\hbar^4k_F^4}\int_0^{2k_F}q^3W_0^2\,dq .$$

Since $n=k_F^3/3\pi^2$, it follows that $\eta_0=nmv_F\sigma_{tr}$, and $-\tau\eta_0/m=-nl\sigma_{tr}$ is the wind valence used above.

The remainder $-\tau(\eta-\eta_0)/m$ is $-0.161Z^2$ at the example's $\tau$, $-0.164Z^2$ at $4\tau$ and $-0.165Z^2$ at $16\tau$, with the density held fixed. The wind grows sixteenfold over this range, while the remainder settles to a nearly constant value. If "direct" means everything independent of $\tau$, the direct valence is therefore about $Z-0.16Z^2$ here. For $Z=0.05$ the cloud lowers it by 0.8%, not by 100%. The coefficient 0.16 belongs to this model. It is a correction of relative order $1/\tau$ to the wind, where a single relaxation time is not a controlled description. Local exchange in the screening changes the remainder to $-0.21Z^2$, and a collision term without number conservation gives $+0.14Z^2$. The firm result is that the remainder is of order $Z^2$ and small.

## Where the pull on the cloud goes

The field does pull on the cloud. For the component of $\mathbf E$ perpendicular to $\mathbf q$, only the gradient term of $h$ carries current, because the other terms are even in $\mathbf k_\perp$. Integration by parts gives

$$\mathbf J_\perp=\sum\frac{\hbar\mathbf k_\perp}m\,\frac{e\tau W_0}\hbar\,\mathbf E\cdot\nabla_kL=-\frac{e\tau}m\mathbf E_\perp\chi W_0 .$$

The momentum lost to the background scatterers, $m\mathbf J_\perp/\tau$, equals $-e\mathbf E_\perp\chi W_0$, the whole transverse pull on the cloud. The lattice receives it. Along $\mathbf q$, continuity forbids a steady current, and the pull is balanced by stress and induced field in the electron sea. The cancellation argument fails because it treats the cloud as a rigid body attached to the ion. The cloud is a stationary pattern through which electrons flow.

## A second case, with nonlinear screening

Consider classical electrons with a fixed mobility $b$ on a neutral ring of length $\Lambda$. They screen a smooth ion charge $Z$, and screening is treated without expansion in $Z$. Let $n_0$ be the background density, $J$ the constant particle current and $E_{loc}$ the applied plus induced field. Force balance per electron is

$$-eE_{loc}-k_BT\,\frac{n'}{n}=\frac{J}{bn}.$$

Averaged round the ring, the induced field and $n'/n$ vanish, so $J=-ebE/\langle1/n\rangle$. Multiplied by $n$ and integrated, the same equation gives $\int nE_{loc}\,dx=-J\Lambda/(eb)=E\Lambda/\langle1/n\rangle$. The ring is neutral and its internal forces sum to zero, so the force on the ion is

$$F=e\int(n-n_0)E_{loc}\,dx=eE\Lambda\left[\frac1{\langle1/n\rangle}-n_0\right].$$

Put $n=\langle n\rangle+\delta$, with $\langle n\rangle=n_0+Z/\Lambda$. For small $\delta$,

$$\frac{F}{ZeE}=1-\frac{\Lambda\langle\delta^2\rangle}{Z\langle n\rangle}+\dots$$

For a weak ion $\delta\propto Z$, so the deviation from one is proportional to $Z$. A numerical solution used a ring 20 screening lengths long and an ion of Gaussian width (standard deviation) 0.7 screening lengths, with $Z$ counted in background electrons per screening length. For $Z=0.05$, $0.10$ and $0.20$ it gave $F/(ZeE)=0.993$, $0.985$ and $0.971$. The cloud within six screening lengths held 99.7% of the ion's charge each time. These charges change the density at the ion by at most 6%, so the screening is still nearly linear. For stronger ions the exact expression for $F$, evaluated with the nonlinear equilibrium density, gives $F/(ZeE)=0.87$, $0.57$, $0.25$ and $0.07$ at $Z=1$, $5$, $20$ and $100$. In this ring a dense cloud does remove most of the pull, so the survival of the direct force is shown for weak ions only.

## Limits of the numbers

In the three-dimensional example the second-order formula gives zero net force at $Z=1/9.73=0.103$; higher orders in $Z$ shift this value. Scaling the electron term by the ratio of full to Born cross section of a Yukawa potential moves it to about 0.094, and the net valence at $Z=0.05$ from 0.0257 to about 0.0245. Within the second-order formula a positive ion below this charge is driven along the field and one above it against the field; the formula says nothing about large $Z$, where the cross section no longer grows as $Z^2$. For a negative ion both terms point against the field. The crossover depends on the model: local exchange in the screening changes the electron term from $-9.7Z^2$ to $-14.0Z^2$ and lowers the net valence at $Z=0.05$ from 0.026 to 0.015.

The density, resistivity, current density and temperature of 400 K are rough values for a tin solder joint under heavy load, but $Z=0.05$ is not a real impurity. An ion with a charge near one breaks the weak-scattering assumption. For a Yukawa potential at this density, the full transport cross section exceeds the Born value by 5% at $Z=0.05$ and by 77% at $Z=1$. The formula therefore cannot supply the valence of a real solute in tin, or show that its direct part equals the nominal ionic charge. Tin is also anisotropic. A resistivity 20% lower or higher, standing in for this, moves the net valence to 0.020 or 0.030. Thermal smearing is minor, with $k_BT/E_F=0.003$. Band structure and the tin ion cores are left out, and their effect is not estimated here. The numerical output follows.

## Calculated quantities

```
KINETIC TESTS (dimensionless)
grid / formula, density slope: 1.000001
field / moving ion: 1.000001
transverse cloud push passed to lattice: 1.000000
NONLINEAR 1D CONDUCTOR (model units)
Z=0.05: F/(ZeE)=0.99255, cloud/ion charge=0.9970
Z=0.10: F/(ZeE)=0.98520, cloud/ion charge=0.9970
Z=0.20: F/(ZeE)=0.97079, cloud/ion charge=0.9970
EXAMPLE INPUTS (rough, tin solder regime)
electron density: 1.50e+23 cm^-3
resistivity: 15.0 uohm cm
current density: 1.0e+04 A/cm^2
temperature: 400 K
model ion charge Z: 0.050
EXAMPLE INTERMEDIATE VALUES
density parameter r_s: 2.206 (dimensionless)
Fermi wave number: 16.438 nm^-1
Fermi energy: 10.29 eV
relaxation time: 1.577 fs
mean free path: 3.001 nm
electric field: 0.1500 V/cm
cloud charge / ion charge, q->0: 0.999999
Born transport cross section / Z^2: 0.02125 nm^2
wind valence / Z^2: -9.566
second-order remainder / Z^2 at 1 tau: -0.1607
second-order remainder / Z^2 at 4 tau: -0.1637
second-order remainder / Z^2 at 16 tau: -0.1649
EXAMPLE RESULTS (valences dimensionless)
direct valence: 0.05000
wind valence: -0.02392
second-order remainder: -0.000402
net effective valence: 0.02568
net valence if direct term is dropped: -0.02432
direct force: 7.500e-03 eV/cm
net force: 3.852e-03 eV/cm
force if direct term is dropped: -3.648e-03 eV/cm
charge Z at which net force vanishes: 0.1028
NEGLECTED EFFECTS
electron term / Z^2, RPA: -9.727
electron term / Z^2, with local exchange: -13.999
net valence with local exchange: 0.01500
full / Born cross section (Yukawa), Z=0.05: 1.0478
full / Born cross section (Yukawa), Z=1.00: 1.7664
net valence, resistivity -20%: 0.01970
net valence, resistivity +20%: 0.02967
k_B T / Fermi energy: 0.00335
hbar/(tau * Fermi energy): 0.0405
drift speed / Fermi speed: 2.19e-09
Joule heating: 1500 W/cm^3
```
